\section*{Rotation Invariance of Multistate and Extended Multistate CASPT2}

\section{The decision}

A multistate CASPT2 calculation of electronic states through an avoided crossing or a conical intersection starts from a few CASSCF states and adds dynamic correlation at second order. Three of its choices are examined here: multistate (MS) or extended multistate (XMS) CASPT2, the weights in the density that defines the Fock operator, and whether the first-order space is built from one reference state or from all. At a degeneracy of the reference energies any orthogonal mixture of the degenerate states is an equally valid input, so a method whose energies depend on the mixture has no unique answer there. The theorem below says which choices give energies fixed by the space that the references span.

\section{Setting}

Atomic units are used in the algebra. Orbitals and wave functions are real and the orbitals are fixed. With $E_{pq}$ the spin-summed excitation operators and $N$ electrons,
\begin{equation}
H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps})+E_{\rm nuc}.
\end{equation}
The model space, with projector $P$, is spanned by $M$ eigenstates of $H$ within the CAS space. $K=P_{\rm CAS}-P$ is the rest of the CAS space, and $PHK=0$ because $P$ and $K$ are spanned by different CASCI eigenstates. The references $|\alpha\rangle$ are any orthonormal basis of $P$, and a rotation is
\begin{equation}
|\alpha'\rangle=\sum_\beta|\beta\rangle R_{\beta\alpha},\qquad R^TR=RR^T=1 .
\end{equation}
A density $D$ defines the Fock operator
\begin{equation}
F[D]=\sum_{pq}f^{\rm orb}_{pq}E_{pq},\qquad
f^{\rm orb}_{pq}=h_{pq}+\sum_{rs}D_{rs}\big[(pq|rs)-\tfrac12(pr|sq)\big],
\end{equation}
with $D=\sum_\alpha w_\alpha D^{\alpha\alpha}$, $D^{\alpha\beta}_{rs}=\langle\alpha|E_{rs}|\beta\rangle$ and $\sum_\alpha w_\alpha=1$. Equal weights give the state-averaged operator; all weight on one state gives the state-specific $F^\alpha$. The model block is the symmetric $M\times M$ matrix $f_{\alpha\beta}=\langle\alpha|F|\beta\rangle$.

The first-order space is spanned by the vectors $(1-P_{\rm CAS})E_{pq}E_{rs}|\alpha\rangle$, either for one $\alpha$ (SS-SR contraction, projector $Q_\alpha$) or for all $\alpha$ together (MS-MR contraction, projector $Q$). Since $E_{pq}=E_{pq}\sum_rE_{rr}/N$, every term of $H$ is a constant or a product of two excitation operators, so $(1-P_{\rm CAS})H|\alpha\rangle$ lies in $Q_\alpha$ and hence in $Q$. In an orthonormal basis of the first-order space, $F_Q$ is the matrix of $F$, $V_\alpha$ is the column of components of $H|\alpha\rangle$, and $T_\alpha$ is the column of amplitudes; $V$ and $T$ are the matrices with these columns. The methods share
\begin{equation}
H^{\rm eff}_{\alpha\beta}=\langle\alpha|H|\beta\rangle+\tfrac12\,(V_\alpha\cdot T_\beta+T_\alpha\cdot V_\beta)
\label{heff}
\end{equation}
and differ in the amplitude equation:
\begin{align}
\text{MS:}&\quad (F_Q-f_{\alpha\alpha})\,T_\alpha=-V_\alpha, \label{ms}\\
\text{XMS:}&\quad F_QT_\alpha-\sum_\beta T_\beta f_{\beta\alpha}=-V_\alpha,\quad\text{that is}\quad F_QT-Tf=-V. \label{xms}
\end{align}
In standard MS, equation \eqref{ms} is solved in $Q_\alpha$ with $F^\alpha$, and the products in \eqref{heff} are taken between the full vectors. No IPEA shift is used. A method is called invariant if $H^{\rm eff}$ computed from the rotated references equals $R^TH^{\rm eff}R$ for every $R$; the eigenvalues are then unchanged. Throughout, no eigenvalue of $F_Q$ equals a zeroth-order model energy (no intruder state).

\section{Theorem}

\begin{enumerate}
\item[(a)] Take $M=2$, equal weights, MS-MR contraction and $|1'\rangle=\cos\theta|1\rangle+\sin\theta|2\rangle$, $|2'\rangle=-\sin\theta|1\rangle+\cos\theta|2\rangle$. The MS effective Hamiltonian obeys
\begin{equation}
\frac{d\,{\rm tr}H^{\rm eff}}{d\theta}\Big|_{0}=-2\big[(f_{11}-f_{22})\,T_1\cdot T_2+f_{12}\,(|T_1|^2-|T_2|^2)\big],
\label{slope}
\end{equation}
and MS is not invariant whenever the bracket is non-zero.
\item[(b)] XMS with equal weights and MS-MR contraction is invariant for any $M$, and \eqref{xms} reduces to equations of the form \eqref{ms} in the eigenbasis of $f$.
\item[(c)] Take equal weights, build the SS-SR spaces $Q_{\tilde a}$ from the eigenstates $|\tilde a\rangle$ of $f$, and solve the decoupled equation of Lemma 2 for each $\tilde a$ in its own space $Q_{\tilde a}$. This form of XMS is invariant when the eigenvalues of $f$ are distinct.
\item[(d)] A real level shift preserves (b). With unequal weights the density depends on the rotation, and the proof of (b) fails.
\end{enumerate}

\section{Lemmas}

\subsection*{Lemma 1 (origin of the working equations)}
Let $X=1-P_{\rm CAS}-Q$ and $H_0=h_0+KFK+QFQ+XFX$, where $h_0$ is a symmetric matrix in $P$ whose spectrum is disjoint from that of the other blocks. Then the symmetric effective Hamiltonian of $H_0+\lambda W$, $W=H-H_0$, through second order and at $\lambda=1$ is \eqref{heff} with $F_QT-Th_0=-V$.

\emph{Proof.} Let $\Omega=P+\lambda\Omega_1+\lambda^2\Omega_2+\dots$, with $P\Omega_k=0$, map the model space onto the exact invariant subspace, $(H_0+\lambda W)\Omega=\Omega H^B$. Projecting with $P$, and using that $H_0$ is block diagonal,
\begin{equation}
H^B=h_0+\lambda PWP+\lambda^2PW\Omega_1+O(\lambda^3).
\end{equation}
Projecting with $1-P$ at order $\lambda$ gives $H_0\Omega_1-\Omega_1h_0=-(1-P)WP=-(1-P)HP$. The source vanishes in $K$ because $KHP=0$, and in $X$ because $(1-P_{\rm CAS})HP$ lies in $Q$. By Lemma 2, applied to those blocks, $\Omega_1$ vanishes there. In $Q$ the equation reads $F_QT-Th_0=-V$, and $PW\Omega_1=V^TT$.

$H^B$ is not symmetric. With $S=\Omega^T\Omega=1+\lambda^2\mathcal N+O(\lambda^3)$, $\mathcal N=T^TT$, the matrix $SH^B=\Omega^T(H_0+\lambda W)\Omega$ is symmetric, and so is $S^{-1/2}(SH^B)S^{-1/2}=S^{1/2}H^BS^{-1/2}$, which has the eigenvalues of $H^B$. With $S^{\pm1/2}=1\pm\tfrac12\lambda^2\mathcal N$, its second-order part is $V^TT+\tfrac12(\mathcal Nh_0-h_0\mathcal N)$. Inserting $V=Th_0-F_QT$,
\begin{align}
V^TT&=h_0\mathcal N-T^TF_QT, & T^TV&=\mathcal Nh_0-T^TF_QT,
\end{align}
so $\mathcal Nh_0-h_0\mathcal N=T^TV-V^TT$ and the second-order part is $\tfrac12(V^TT+T^TV)$. The lower orders add to $h_0+PWP=PHP$. $\square$

The choice $h_0={\rm diag}(f_{\alpha\alpha})$ gives \eqref{ms}, and $h_0=f$, the operator $PFP$, gives \eqref{xms}. Both are valid perturbation theories, of different $H_0$. Standard MS uses a different $F$ and space for each state and has no single $H_0$; for it \eqref{heff} and \eqref{ms} are the definition.

\subsection*{Lemma 2 (solution and uniqueness)}
Let $f=O\varepsilon O^T$ with $O$ orthogonal and $\varepsilon$ diagonal. If no $\varepsilon_a$ is an eigenvalue of $F_Q$, equation \eqref{xms} has the unique solution $T=\tilde TO^T$, where $(F_Q-\varepsilon_a)\tilde T_a=-\tilde V_a$ and $\tilde V=VO$.

\emph{Proof.} Multiply \eqref{xms} from the right by $O$ and use $fO=O\varepsilon$. With $\tilde T=TO$ this is $F_Q\tilde T-\tilde T\varepsilon=-\tilde V$. Column $a$ of $\tilde T\varepsilon$ is $\varepsilon_a\tilde T_a$, so the columns decouple, and each $F_Q-\varepsilon_a$ is invertible. The step is undone by $O^T$. $\square$

\subsection*{Lemma 3 (density and spaces)}
With equal weights $F$ does not change under rotation, and neither does $Q$. For $M=2$ and general weights attached to the rotated states,
\begin{equation}
D(\theta)-D(0)=\tfrac12(w_1-w_2)\big[(\cos2\theta-1)(D^{11}-D^{22})+\sin2\theta\,(D^{12}+D^{21})\big].
\label{dens}
\end{equation}

\emph{Proof.} For $w_\alpha=1/M$,
\begin{equation}
D'_{rs}=\frac1M\sum_{\alpha\beta\gamma}R_{\beta\alpha}R_{\gamma\alpha}D^{\beta\gamma}_{rs}=\frac1M\sum_{\beta\gamma}\delta_{\beta\gamma}D^{\beta\gamma}_{rs}=D_{rs},
\end{equation}
by $RR^T=1$, and $F$ depends on the references through $D$ alone. For $M=2$ write $D=\tfrac12(D^{1'1'}+D^{2'2'})+\tfrac12(w_1-w_2)(D^{1'1'}-D^{2'2'})$, using $w_1+w_2=1$. The first part is the invariant just found. With $c=\cos\theta$, $s=\sin\theta$,
\begin{align}
D^{1'1'}&=c^2D^{11}+s^2D^{22}+cs\,(D^{12}+D^{21}),\nonumber\\
D^{2'2'}&=s^2D^{11}+c^2D^{22}-cs\,(D^{12}+D^{21}),
\end{align}
whose difference is $\cos2\theta\,(D^{11}-D^{22})+\sin2\theta\,(D^{12}+D^{21})$. Subtracting the value at $\theta=0$ gives \eqref{dens}. For the space, each vector generated from $|\alpha'\rangle$ is the combination, with coefficients $R_{\beta\alpha}$, of the vectors generated from the $|\beta\rangle$, so the rotated MS-MR space lies in $Q$; the same argument with $R^T$ gives the reverse inclusion. $\square$

For $Q_\alpha$ the argument fails, since the vectors from $|\beta\rangle$, $\beta\ne\alpha$, need not lie in $Q_\alpha$. The state-specific operators are the cases $w_1-w_2=\pm1$ of \eqref{dens}, the largest prefactor allowed for non-negative weights. The equal-weight CASSCF energy is ${\rm tr}(PH)/M$, so orbitals optimized for it do not depend on the basis of $P$, which is consistent with holding them fixed.

\subsection*{Lemma 4 (the diagonal part is basis dependent)}
For fixed $F$ and $M=2$, $f'=R^TfR$ has
\begin{align}
f'_{11}&=c^2f_{11}+s^2f_{22}+\sin2\theta\,f_{12}, & f'_{22}&=s^2f_{11}+c^2f_{22}-\sin2\theta\,f_{12},\nonumber\\
f'_{12}&=\cos2\theta\,f_{12}-\tfrac12\sin2\theta\,(f_{11}-f_{22}), \label{rotf}
\end{align}
and ${\rm diag}(f')=R^T{\rm diag}(f)R$ for all $\theta$ if and only if $f$ is a multiple of the unit matrix.

\emph{Proof.} Expanding $\langle1'|F|2'\rangle$ gives $-cs\,f_{11}+c^2f_{12}-s^2f_{12}+cs\,f_{22}$, and the diagonal elements follow in the same way. Apply \eqref{rotf} to ${\rm diag}(f)$, that is with $f_{12}$ set to zero. Its off-diagonal element, $-\tfrac12\sin2\theta(f_{11}-f_{22})$, must vanish, so $f_{11}=f_{22}$. Its first diagonal element is then $f_{11}$, while $f'_{11}=f_{11}+\sin2\theta f_{12}$, so $f_{12}=0$. The converse holds because $R^T1R=1$. $\square$

The MS operator $\sum_\alpha|\alpha\rangle f_{\alpha\alpha}\langle\alpha|$ thus changes with the basis, while $PFP$ involves the projector alone. Setting $f'_{12}=0$ gives the XMS angle,
\begin{equation}
\tan2\theta^*=\frac{2f_{12}}{f_{11}-f_{22}} .
\label{angle}
\end{equation}

\section{Proof of the theorem}

\emph{Part (a).} By Lemma 3, $F_Q$ does not depend on $\theta$. The trace of $\langle\alpha|H|\beta\rangle$ is ${\rm tr}(PH)$, a constant. With the symmetric matrices $G_\alpha=(F_Q-f_{\alpha\alpha})^{-1}$ one has $T_\alpha=-G_\alpha V_\alpha$, and the second-order trace is $-\sum_\alpha V_\alpha^TG_\alpha V_\alpha$. At $\theta=0$, with a dot for $d/d\theta$, the rotation gives $\dot V_1=V_2$, $\dot V_2=-V_1$, and \eqref{rotf} gives $\dot f_{11}=2f_{12}$, $\dot f_{22}=-2f_{12}$. From $d(A^{-1})=-A^{-1}\,dA\,A^{-1}$ with $dA=-df_{\alpha\alpha}$ follows $\dot G_\alpha=\dot f_{\alpha\alpha}G_\alpha^2$. Therefore
\begin{align}
\frac{d\,{\rm tr}H^{\rm eff}}{d\theta}
&=-\big[2V_2^TG_1V_1+2f_{12}V_1^TG_1^2V_1-2V_1^TG_2V_2-2f_{12}V_2^TG_2^2V_2\big]\nonumber\\
&=-2\big[V_1^T(G_1-G_2)V_2+f_{12}(|T_1|^2-|T_2|^2)\big].
\end{align}
The resolvent identity $G_1-G_2=G_1(G_2^{-1}-G_1^{-1})G_2=(f_{11}-f_{22})G_1G_2$ turns the first term into $(f_{11}-f_{22})(G_1V_1)\cdot(G_2V_2)=(f_{11}-f_{22})T_1\cdot T_2$, the two minus signs of the amplitudes cancelling. This is \eqref{slope}. An invariant method has ${\rm tr}(R^TH^{\rm eff}R)={\rm tr}H^{\rm eff}$, so a non-zero slope excludes invariance. $\square$

\emph{Part (b).} By Lemma 3, $F$, $Q$ and $F_Q$ are unchanged, and by linearity $V'=VR$ and $f'=R^TfR$. Then
\begin{equation}
F_Q(TR)-(TR)(R^TfR)=(F_QT-Tf)R=-VR=-V' ,
\end{equation}
so $TR$ solves the rotated equation. The spectrum of $f'$ is that of $f$, so Lemma 2 applies and $T'=TR$. Hence $V'^TT'=R^TV^TTR$, likewise for the transpose, and the reference block transforms in the same way: $H^{\rm eff\prime}=R^TH^{\rm eff}R$. The decoupled form is Lemma 2. $\square$

\emph{Part (c).} The states $|\tilde a\rangle=\sum_\beta|\beta\rangle O_{\beta a}$ are eigenvectors of the operator $PFP$, which for equal weights does not depend on the input basis, by Lemma 3. For distinct $\varepsilon_a$ they are fixed up to sign and order. A sign change leaves the span $Q_{\tilde a}$ unchanged and multiplies $\tilde V_a$ and $\tilde T_a$ by the same sign as the state. The operator $\sum_{ab}|\tilde a\rangle\tilde H^{\rm eff}_{ab}\langle\tilde b|$ is therefore independent of the input, and its matrix in the input basis transforms with $R$. $\square$

\emph{Part (d).} A real shift $\eta$ replaces $F_Q$ by $F_Q+\eta$ and subtracts $\eta T^TT$ from \eqref{heff}. For one state the subtraction comes from the second-order functional: with $(F_Q-f)T=-V-\eta T$ one has $2V\cdot T+T\cdot(F_Q-f)T=V\cdot T-\eta|T|^2$. The shifted $F_Q$ is basis independent and $T'^TT'=R^TT^TTR$, so part (b) carries over. For $w_1\neq w_2$, \eqref{dens} makes $D$ depend on $\theta$ unless both $D^{11}-D^{22}$ and $D^{12}+D^{21}$ vanish, and the first sentence of the proof of (b) is lost. $\square$

\section{Remarks}

\emph{The term that MS omits.} Moving the off-diagonal part of $f$ in \eqref{xms} to the right gives $(F_Q-f_{\alpha\alpha})T^{\rm XMS}_\alpha=-V_\alpha+\sum_{\beta\ne\alpha}T^{\rm XMS}_\beta f_{\beta\alpha}$. Subtracting \eqref{ms} for the same $F$ and $Q$,
\begin{equation}
T^{\rm XMS}_\alpha-T^{\rm MS}_\alpha=G_\alpha\sum_{\beta\neq\alpha}T^{\rm XMS}_\beta f_{\beta\alpha}.
\end{equation}
The difference is of first order in $f_{\beta\alpha}$ over the excitation denominators. XMS includes $f_{\beta\alpha}$ in $H_0$, and therefore $-f_{\beta\alpha}$ in the perturbation $W=H-H_0$; in MS it appears in neither. The two coincide in the eigenbasis of $f$, and in every basis when $f$ is a multiple of the unit matrix. At $\theta^*$ the slope \eqref{slope} is $-2(\varepsilon_1-\varepsilon_2)\tilde T_1\cdot\tilde T_2$, so the XMS basis is not a stationary point of the MS trace unless this product vanishes.

\emph{The reference block.} The states $|\tilde a\rangle$ are not CASCI eigenstates in general. By \eqref{rotf} with $H$ in place of $F$, $\langle\tilde1|H|\tilde2\rangle=-\tfrac12\sin2\theta^*(E_1-E_2)$, with $E_\alpha$ the CASCI energies, and this element must be kept in \eqref{heff}.

\emph{Where the defect acts.} Non-degenerate CASCI eigenstates are unique up to sign, so MS then gives one answer. Near a degeneracy of two references, take a basis of $P$ that is smooth in the geometry. For a displacement $\delta$ along a fixed direction, $H_{11}-H_{22}=2a\delta$ and $H_{12}=b\delta$ to first order, and \eqref{angle} with $H$ for $f$ gives $\tan2\theta=b/a$, which depends on the direction and not on $\delta$. If the Fock operators and first-order spaces are continuous along the path, the MS energies tend as $\delta\to0$ to their values at that angle, so if two directions of approach give angles with different MS energies, these energies are discontinuous at the degenerate point. A single straight path through the point has one value of $b/a$ and shows no such jump. For a given $H$, XMS with MS-MR is fixed by $P$, $F$ and $Q$, and it is continuous where these are and no intruder appears. With SS-SR the same argument applies to XMS at degeneracies of $f$, where every basis diagonalizes $PFP$ and the spaces $Q_{\tilde a}$ depend on the choice.

\emph{Symmetry.} Let $P$ carry an irreducible real representation $R(g)$ of a point group that maps the inactive, active and virtual orbital spaces onto themselves. Acting with $g$ on all references carries every density, Fock operator and space along and leaves $H$ unchanged, so each method returns the same matrix, $H^{\rm eff\prime}=H^{\rm eff}$. An invariant method also has $H^{\rm eff\prime}=R(g)^TH^{\rm eff}R(g)$. Then $H^{\rm eff}$ commutes with all $R(g)$, each of its eigenspaces is invariant under the group, and irreducibility leaves a single eigenvalue. A splitting of such a pair proves non-invariance. The same argument makes the state-averaged $f$ a multiple of the unit matrix.

\section{Worked example: H$_4$ in the 6-31G basis}

All operators were formed as explicit matrices in the 336-dimensional singlet space of four electrons in eight orbitals. First-order spaces were orthonormalized by diagonalizing the sum of outer products of the generating vectors and keeping eigenvalues above $10^{-10}$, and the amplitude equations were solved by direct linear algebra.

\subsection*{Planar geometry without symmetry in the plane}
The atoms lie at $(x,y)=(0,0)$, $(1.10,0)$, $(1.45,1.30)$, $(0,1.50)$ \AA. Equal-weight two-state CASSCF(2,2) with one inactive orbital gives $E_1=-54.5092$ and $E_2=-51.3074$ eV, a gap of $3.2019$ eV. With the sign of state 2 chosen so that $f_{12}>0$,
\begin{equation}
f_{11}=-45.6463,\qquad f_{22}=-43.7822,\qquad f_{12}=1.1995\ \text{eV}.
\end{equation}
Then $\tan2\theta^*=2.3991/(-1.8641)=-1.2870$ and $\theta^*=-26.08^\circ$. The eigenvalues of $f$ are $-44.7143\mp(0.9320^2+1.1995^2)^{1/2}=-44.7143\mp1.5191$, or $-46.2333$ and $-43.1952$ eV. The MS-MR space has dimension 138 and each SS-SR space of the CASSCF states 123. The lowest eigenvalue of $F_Q$ lies $8.82$ eV above the larger $\varepsilon_a$, so there is no intruder. With $\sin2\theta^*=-1.1995/1.5191=-0.7897$ the reference coupling is $-\tfrac12(-0.7897)(-3.2019)=-1.2642$ eV. At second order the XMS matrix in the rotated basis has diagonal elements $-55.5605$ and $-53.0637$ eV and coupling $-1.7978$ eV, with eigenvalues
\begin{equation}
-54.3121\mp(1.2484^2+1.7978^2)^{1/2}=-54.3121\mp2.1887,
\end{equation}
that is $-56.5008$ eV ($-2.076366$ hartree) and $-52.1234$ eV ($-1.915499$ hartree).

Rotating the input states by $\theta$ gives these gaps, in eV.
\begin{center}
\begin{tabular}{cccc}
$\theta$ & MS standard & MS averaged $F$, MS-MR & XMS, MS-MR\\
$0^\circ$ & 4.2708 & 4.3698 & 4.3774\\
$15^\circ$ & 4.3816 & 4.4395 & 4.3774\\
$30^\circ$ & 4.4618 & 4.4862 & 4.3774\\
$45^\circ$ & 4.4312 & 4.4644 & 4.3774
\end{tabular}
\end{center}
Over these four angles the lower and upper energies range over $0.165$ and $0.026$ eV in standard MS and over $0.091$ and $0.026$ eV in MS with averaged $F$. This is the counterexample for standard MS, which part (a) does not cover. XMS with SS-SR gives $4.37737$ eV at each angle against $4.37740$ eV for MS-MR, constant as part (c) requires. For the slope, the MS amplitudes at $\theta=0$ have $|T_1|^2=0.068471$, $|T_2|^2=0.023071$ and $T_1\cdot T_2=0.002756$, so
\begin{equation}
-2\,[(-1.8641)(0.002756)+(1.1995)(0.045400)]=-2\,[-0.00514+0.05446]=-0.0986\ \text{eV/rad}.
\end{equation}
With weights $0.7$ and $0.3$ on the input states the XMS gap is $4.3163$ eV at $0^\circ$ and $4.3645$ eV at $30^\circ$, so invariance is lost in this case. A real shift of $2.7211$ eV moves the equal-weight gap to $4.3661$ eV.

Invariance does not imply accuracy. The three lowest singlet eigenvalues of the full matrix are $-56.9003$, $-53.2915$ and $-52.0318$ eV. Energy order alone does not say which of them the references describe, so the overlaps must be examined. The first CASSCF state has squared overlap $0.91$ with the lowest eigenvector. The second has $0.20$ with the second eigenvector and $0.77$ with the third, so its closest counterpart is the third. Relative to the first and third eigenvalues, XMS is $0.40$ eV too high for the lower state and $0.09$ eV too low for the upper. Their gap is $4.8685$ eV; the XMS gap is $0.49$ eV too small, that of standard MS at $\theta=0$ is $0.60$ eV too small and that of CASSCF $1.67$ eV too small. The second eigenvector is poorly represented in this two-state model space, which invariance does not repair. These numbers belong to the 6-31G basis and are not converged properties of H$_4$. In cc-pVDZ with the same active space the CASSCF, standard MS and XMS gaps are $2.73$, $3.29$ and $3.40$ eV, the gap between the first and third exact singlets is $3.83$ eV, and the second CASSCF state has nearly equal squared overlaps, $0.47$ and $0.48$, with the second and third, so that the assignment is no longer clear.

\subsection*{Tetrahedral geometry}
For a regular tetrahedron of edge $1.5$ \AA, RHF orbitals of H$_4^{2+}$ keep the full symmetry. With the lowest orbital inactive and the next three, which are degenerate, active for two electrons, the lowest CASCI singlets are the $^1E$ pair at $-50.9141$ eV, and $f=-34.8375$ eV times the unit matrix. The basis $\theta=0$ diagonalizes $\sum_iz_i^2$, with $z$ along a twofold axis. XMS with MS-MR gives $-53.8802$ eV for both states at $0^\circ$ and $15^\circ$, degenerate to rounding error, against $-53.9670$ eV for the exact pair in this basis. XMS with SS-SR splits the pair by $0.70$ meV at $0^\circ$ and $1.08$ meV at $15^\circ$, which shows that the condition in part (c) cannot be dropped. Standard MS splits it by $3.17$ and $3.62$ meV, with the lower level at $-53.5255$ and $-53.5257$ eV. At $0^\circ$ the two SS-SR spaces have dimensions 120 and 142, while at $15^\circ$ both have 142, so the change between the two angles includes a change in the dimension of a first-order space. The sizes of the splittings depend on the basis: in 6-311G they are $0.99$ and $1.50$ meV for XMS with SS-SR and $10.8$ and $10.4$ meV for standard MS, while XMS with MS-MR keeps the pair degenerate, at $-54.056$ eV.
